# Static Polarizability and Dielectric Screening of Doped and Undoped Graphene

**Result.** Take massless Dirac electrons, $H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k$, with degeneracy $g=4$ (two spins, two valleys), Fermi wavevector $k_F$, zero temperature and no disorder. With the density of states at the Fermi level $D=2k_F/(\pi\hbar v)$, the static polarizability is

$$\Pi(q)=D\qquad (q\le 2k_F),$$

$$\Pi(q)=D\left[1+\frac{\pi q}{8k_F}-\frac12\sqrt{1-\frac{4k_F^2}{q^2}}-\frac{q}{4k_F}\arcsin\frac{2k_F}{q}\right]\qquad (q>2k_F).$$

Without doping, $\Pi=q/(4\hbar v)$. In the random-phase approximation the dielectric constant is then $\varepsilon=1+\pi r_s/2$ at every $q$, with $r_s=e^2/(4\pi\varepsilon_0\kappa\hbar v)$. It multiplies the constant $\kappa$ of the surroundings.

On the plateau the interband part grows by as much as the intraband part falls. At small $q$ both changes are quadratic in $q$. A different splitting, into undoped sea and added carriers, gives linear terms, and entry 4 keeps the two apart.

## 1. What is being computed

Let each electron feel a weak static potential energy $U_q e^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$ The spinors are $u_s(\mathbf k)=(1,\,s e^{i\theta_k})/\sqrt2$, with band index $s=\pm$ and energy $E_s=s\hbar vk$. If $\theta$ is the angle between $\mathbf k$ and $\mathbf k+\mathbf q$, the squared overlap is

$$F_{ss'}=\tfrac14\left|1+ss'e^{i\theta}\right|^2=\tfrac12(1+ss'\cos\theta).$$

First-order perturbation theory mixes $(\mathbf k+\mathbf q,s')$ into $(\mathbf k,s)$ with amplitude $U_q\langle u_{s'}|u_s\rangle/(E_s-E_{s'})$. Its interference with the original wave contributes $U_qF_{ss'}/(E_s-E_{s'})$ to the density component $\delta n_q$. The admixture at $\mathbf k-\mathbf q$ gives a second term of the same kind. Relabelling it by $\mathbf k\to\mathbf k+\mathbf q$ and exchanging $s,s'$ gives $\delta n_q=-\Pi U_q$, with

$$\Pi(q)=g\sum_{ss'}\int\!\frac{d^2k}{(2\pi)^2}\,F_{ss'}\,\frac{f_s(\mathbf k)-f_{s'}(\mathbf k+\mathbf q)}{E_{s'}(\mathbf k+\mathbf q)-E_s(\mathbf k)} .$$

Transitions between two filled states cancel in the numerator, as the Pauli principle requires.

The Coulomb energy $e^2/(4\pi\varepsilon_0\kappa r)$ has the two-dimensional transform $V_q=e^2/(2\varepsilon_0\kappa q)=2\pi r_s\hbar v/q$, because $\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}/r=2\pi\int_0^\infty J_0(qr)\,dr=2\pi/q$. The random-phase approximation lets the electrons respond as independent particles to the total potential $U=U_{\rm ext}+V_q\delta n_q$. Inserting $\delta n_q=-\Pi U$ gives

$$U=\frac{U_{\rm ext}}{\varepsilon},\qquad \varepsilon(q)=1+V_q\Pi(q).$$

Below, $\hbar v=1$ until numbers are needed.

## 2. The simple case: no doping

The valence band is full and the conduction band empty. The terms $(s,s')=(-,+)$ and $(+,-)$ are equal, so

$$\Pi_0=2g\int\frac{d^2k}{(2\pi)^2}\frac{(1-\cos\theta)/2}{r_1+r_2},\qquad r_1=|\mathbf k|,\quad r_2=|\mathbf k+\mathbf q|.$$

The denominator suggests elliptic coordinates with foci at $\mathbf k=0$ and $\mathbf k=-\mathbf q$:

$$r_1=\tfrac q2(\cosh\mu-\cos\nu),\qquad r_2=\tfrac q2(\cosh\mu+\cos\nu),$$

with $\mu\ge0$ and $0\le\nu<2\pi$. Measured from the midpoint of the foci, the Cartesian components are $\frac q2\cosh\mu\cos\nu$ and $\frac q2\sinh\mu\sin\nu$. The Jacobian is therefore $\frac{q^2}4(\sinh^2\mu+\sin^2\nu)=\frac{q^2}4(\cosh^2\mu-\cos^2\nu)=r_1r_2$.

The cosine rule gives $q^2=r_1^2+r_2^2-2r_1r_2\cos\theta$. Hence

$$d^2k\,\frac{1-\cos\theta}{2}=\frac{q^2-(r_1-r_2)^2}{4}\,d\mu\,d\nu=\frac{q^2}{4}\sin^2\nu\,d\mu\,d\nu .$$

Since $r_1+r_2=q\cosh\mu$,

$$\Pi_0=\frac{2g}{4\pi^2}\,\frac q4\int_0^{2\pi}\!\sin^2\nu\,d\nu\int_0^\infty\!\frac{d\mu}{\cosh\mu}
=\frac{g}{2\pi^2}\,\frac q4\,\pi\,\frac\pi2=\frac{gq}{16}.$$

With $g=4$ this is $q/(4\hbar v)$, and

$$\varepsilon=1+\frac{2\pi r_s\hbar v}{q}\,\frac{q}{4\hbar v}=1+\frac{\pi r_s}{2}.$$

An undoped cone has no length of its own, so $\Pi_0$ must be proportional to $q$. This cancels the $1/q$ of the Coulomb interaction. As $q\to0$ the polarizability vanishes: the sheet polarizes but does not screen like a metal.

**Limit test on a lattice.** The integral converges at large $k$, so distant states should matter little. A nearest-neighbour honeycomb lattice with bond 0.142 nm and hopping 3.09 eV, summed over its whole Brillouin zone at $q=0.3545$ nm$^{-1}$, gives a value about 0.14 % above the cone result once the mesh is fine enough (4500 to 6000 points per direction, for $\mathbf q$ along either symmetry axis). A mesh of 1500 points per direction gives 0.07 % to 0.11 %, depending on its offset. Both valleys enter that sum by themselves, so it also tests the valley factor 2 in $g$. The spin factor 2 is put in by hand.

## 3. Generalization: adding carriers

Fill the conduction band up to $k_F$. The expression for $\Pi$ is linear in the occupations, so the sea contributes $gq/16$ as before and the added electrons contribute a separate term $\delta\Pi$. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ turns the term with $f(\mathbf k+\mathbf q)$ into the one with $f(\mathbf k)$, which gives a factor 2. The separated terms have poles at equal energies. Leaving out the same narrow strip $|E'-E|<\eta$ in both makes each a principal value.

For one occupied state, sum over both final bands, using $[H(\mathbf k')-k][H(\mathbf k')+k]=k'^2-k^2$ with $\mathbf k'=\mathbf k+\mathbf q$:

$$\sum_{s'}\frac{F_{+s'}}{E_{s'}(\mathbf k')-k}
=\frac{\langle u_+|H(\mathbf k')+k|u_+\rangle}{k'^2-k^2}
=\frac{2k+q\cos\phi}{q^2+2kq\cos\phi}.$$

Here $\phi$ is the angle between $\mathbf k$ and $\mathbf q$, and $\langle u_+|H(\mathbf k')|u_+\rangle=\mathbf k'\cdot\hat{\mathbf k}=k+q\cos\phi$. The final valence states in this sum are filled. Their terms are negative and remove the sea transitions that the added electrons now block.

Division of the numerator by $q+2k\cos\phi$ gives

$$\frac{2k+q\cos\phi}{q(q+2k\cos\phi)}=\frac1{2k}+\frac{4k^2-q^2}{2kq}\,\frac1{q+2k\cos\phi}.$$

For the angular average put $t=\tan(\phi/2)$:

$$\int_{-\pi}^{\pi}\frac{d\phi}{q+2k\cos\phi}=\int_{-\infty}^{\infty}\frac{2\,dt}{(q+2k)+(q-2k)t^2}.$$

If $q>2k$ this equals $2\pi/\sqrt{q^2-4k^2}$. If $q<2k$, write $a_\pm=2k\pm q$. The antiderivative is

$$\frac1{\sqrt{a_+a_-}}\ln\left|\frac{\sqrt{a_+}+\sqrt{a_-}\,t}{\sqrt{a_+}-\sqrt{a_-}\,t}\right|.$$

It vanishes at $t=\pm\infty$, and the two sides of each pole cancel, so the principal value is zero. The average per occupied state is therefore

$$\frac1{2k}\left[1-\Theta(q-2k)\sqrt{1-\frac{4k^2}{q^2}}\right].$$

With the factor 2 and $d^2k\to2\pi k\,dk$,

$$\delta\Pi=\frac g{2\pi}\int_0^{k_F}\!dk\left[1-\Theta(q-2k)\sqrt{1-\frac{4k^2}{q^2}}\right].$$

**Up to $2k_F$.** The square root acts over the full range $0<k<q/2$, where its integral is a quarter-ellipse area, $\frac q2\cdot\frac\pi4=\frac{\pi q}8$. Then

$$\delta\Pi=\frac{gk_F}{2\pi}-\frac{gq}{16},\qquad \Pi=\Pi_0+\delta\Pi=\frac{gk_F}{2\pi}=D .$$

**Above $2k_F$.** Put $k=\frac q2\sin u$, with upper limit $\sin u_F=2k_F/q$:

$$\int_0^{k_F}\!\sqrt{1-\frac{4k^2}{q^2}}\,dk=\frac q4(u_F+\sin u_F\cos u_F)=\frac q4\arcsin\frac{2k_F}q+\frac{k_F}2\sqrt{1-\frac{4k_F^2}{q^2}}.$$

Subtracting this from $k_F$, adding the sea's $\pi q/8$ and dividing by $k_F$ gives the second formula of the opening.

**Limit $q\gg2k_F$.** With $x=2k_F/q$, expand $\frac12\sqrt{1-x^2}\approx\frac12-\frac{x^2}4$ and $\frac{\arcsin x}{2x}\approx\frac12+\frac{x^2}{12}$. Then

$$\frac{\Pi}{D}\approx\frac{\pi q}{8k_F}+\frac{2k_F^2}{3q^2},$$

and the undoped result returns.

**Limit $q\to2k_F$ from above.** Since $\pi q/8$ is itself the integral of the square root from 0 to $q/2$,

$$\Pi=\frac g{2\pi}\left[k_F+\int_{k_F}^{q/2}\!\sqrt{1-\frac{4k^2}{q^2}}\,dk\right].$$

Near the edge put $k=q/2-y$. The root is then approximately $\sqrt{2y/k_F}$, and integration up to $y=(q-2k_F)/2$ gives $\Pi/D-1\approx\frac13(q/k_F-2)^{3/2}$. The slope is continuous at $2k_F$ and the curvature diverges. At $q=2.02\,k_F$ the rise, integrated from the two band parts below, is 0.994 times this law.

## 4. Which bands do the work

On the plateau, in units of $D$, the sea gives $\pi q/(8k_F)$ and the added carriers give $1-\pi q/(8k_F)$. These are not the interband and intraband parts, because the added-carrier term also contains blocked interband transitions. Return to elliptic coordinates with $a=2k_F/q$, $x=\cosh\mu$ and $y=\cos\nu$.

For intraband transitions

$$d^2k\,F_{++}=\frac{(r_1+r_2)^2-q^2}4\,d\mu\,d\nu=\frac{q^2}4\sinh^2\mu\,d\mu\,d\nu .$$

The energy difference is $q\cos\nu$, and one state must lie inside the Fermi circle and the other outside, so $|x-a|<|y|$. The four quadrants of $\nu$ contribute equally:

$$\Pi_{\rm intra}=\frac{gq}{4\pi^2}\int_0^{\pi/2}\!\frac{d\nu}{y}\int_{\max(1,a-y)}^{\max(1,a+y)}\!\sqrt{x^2-1}\,dx .$$

For interband transitions the integrand of entry 2 is kept where the final conduction state is empty, $x>a-y$. The symmetry $y\to-y$ and $\int_{x_0}^\infty dx/(x\sqrt{x^2-1})=\arcsin(1/x_0)$ give

$$\Pi_{\rm inter}=\frac{gq}{8\pi^2}\int_0^{2\pi}\!d\nu\,\sin^2\nu\,\arcsin\frac1{\max(1,a+\cos\nu)} .$$

**Limit $q\ll k_F$** ($a\gg1$). With $\sqrt{x^2-1}\approx x-1/(2x)$, the inner intraband integral is $2ay-y/a$. Dividing by $y$, integrating over $\nu$ and dividing by $D$ (overall factor $1/(\pi a)$) gives

$$\frac{\Pi_{\rm intra}}D\approx1-\frac1{2a^2}=1-\frac{q^2}{8k_F^2}.$$

In the interband part $\arcsin\approx1/a$, and the result is $+q^2/(8k_F^2)$.

**Is chirality responsible for the loss?** Set $F_{++}=1$. The inner integrand becomes

$$\frac{x^2-y^2}{\sqrt{x^2-1}}\approx x+\frac{\frac12-y^2}x+\frac{\frac38-\frac12y^2}{x^3}.$$

Integrate over $x$, divide by $y$ and average over $\nu$ with $\langle y^2\rangle=\frac12$, $\langle y^4\rangle=\frac38$. The term in $1/a$ vanishes. The term in $1/a^3$ is $\frac23(\frac14-\frac38)+2(\frac38-\frac14)=\frac16$, to be compared with the leading $2a$. The intraband part would thus rise, by $1/(12a^4)=q^4/(192k_F^4)$. At order $q^2$ the whole loss comes from the overlap. Numerical integration gives, in units of $D$:

| $q/k_F$ | intra | inter | sum | intra, $F=1$ |
|---|---|---|---|---|
| 0.5 | 0.968 | 0.032 | 1.000 | 1.000 |
| 1.0 | 0.855 | 0.145 | 1.000 | 1.008 |
| 2.0 | 0.396 | 0.604 | 1.000 | 1.167 |
| 3.0 | 0.215 | 1.043 | 1.258 | 0.450 |

At $q=2k_F$ the overlap reduces the intraband part from 1.167 to 0.396. At $q=k_F$ the sea and added-carrier terms are 0.393 and 0.607, quite unlike 0.145 and 0.855, though both pairs add to 1.

As an independent test, the definition in entry 1 was summed over the momentum plane with numerically diagonalized spinors at $k_BT=0.03E_F$. At $q=k_F$ it gives 0.854 intraband and 0.146 interband, with sum 1.000.

## 5. Numbers for a sheet on silica

Take rough typical values: density $n=10^{12}$ cm$^{-2}$, $v=10^6$ m/s and $\kappa=(1+3.9)/2=2.45$, the mean of air and silica. This mean assumes that the sheet touches the silica; the last paragraph gives the effect of a gap. From $n=gk_F^2/(4\pi)=k_F^2/\pi$,

$$k_F=\sqrt{\pi\times0.01}=0.177\ \text{nm}^{-1},\qquad E_F=0.658\times0.177=0.117\ \text{eV},$$

$$D=\frac{2\times0.1772}{\pi\times0.6582}=0.171\ \text{eV}^{-1}\text{nm}^{-2}=1.71\times10^{13}\ \text{eV}^{-1}\text{cm}^{-2}.$$

With $r_s=0.893$, the undoped constant is $1+1.571\times0.893=2.40$, or 5.89 including $\kappa$. On the doped plateau

$$\varepsilon=1+\frac{4r_sk_F}q,\qquad 4r_sk_F=0.633\ \text{nm}^{-1},$$

which gives 4.57 at $q=k_F$ and 2.79 at $2k_F$. At $3k_F$ the full formula gives 2.50, already near the undoped value.

**Temperature.** A Fermi function is a weighted set of sharp steps and $\Pi$ is linear in occupation, so the warm $\Pi$ is the zero-temperature one averaged over Fermi levels with weight $-\partial f/\partial E$. At 300 K, $k_BT/E_F=0.22$. At fixed density the chemical potential falls to $0.917E_F$, and $\Pi/D$ becomes 0.924 at $q=0.01k_F$, 0.940 at $k_F$ and 1.037 at $2k_F$. The plateau is lowered at small $q$ and bends upward, with most of the rise close to $2k_F$ (0.928 at $0.5k_F$, 0.971 at $1.5k_F$). Without doping, thermal carriers matter once $q$ is not large compared with $k_BT/\hbar v=0.039$ nm$^{-1}$: $\varepsilon$ is 2.44 at 0.354 nm$^{-1}$ but 6.6 at 0.035 nm$^{-1}$.

**Band shape.** On the lattice the energy varies by 1.3 % of its mean, from lowest to highest, around the circle $k=k_F$. Its effect on the doped $\Pi$ was not computed.

**Exchange.** Exchange changes the band energies themselves. Its effect on $\Pi$ was not computed. Exchange with the filled valence states beyond $k_F$ raises half the band splitting at $k_F$. For $p\gg k_F$, expanding $1/|\mathbf k-\mathbf p|$ to first order in $k/p$ gives a relative rise of $(r_s/4)\int dp/p$, a logarithm. The cutoff is taken as 10.95 nm$^{-1}$, the radius at which two discs, one per valley, together have the area of the Brillouin zone. The full first-order integral then gives 100 % with the bare interaction and 31 % with the statically screened one, relative to $\hbar vk_F$. The cutoff is a convention: halving or doubling it moves the screened figure to about 25 % or 38 %. Both figures also assume $\kappa=2.45$ at all wavevectors, although much of the logarithm comes from short wavelengths where a gap to the silica matters. With the $\kappa(q)$ of the last paragraph and $d=0.3$ nm they become about 147 % and 36 %. These percentages refer to the band splitting at $k_F$, not to the slope of the band. The model takes $v$ as a given parameter, and using one $v$ for all $k$ is itself an approximation. Without doping the logarithm makes $v$ depend on scale, and the constancy of $\varepsilon$ then belongs to the model with fixed $v$. Vertex corrections are left out.

**Real devices.** Near neutrality a real sheet on silica does not have the uniform density assumed here. Charged impurities leave puddles of electrons and holes, with a residual density of very roughly $10^{11}$ cm$^{-2}$ that varies between samples. If a puddle is treated as locally uniform, $k_F=\sqrt{\pi\times0.001}=0.056$ nm$^{-1}$. At its $2k_F=0.11$ nm$^{-1}$ the zero-temperature model gives $1+2r_s=2.79$ instead of 2.40. This shows only the scale of the effect: the local treatment needs puddles wider than the wavelength $2\pi/q=56$ nm, and puddles on silica are often only some tens of nanometres wide. At room temperature thermal carriers matter even more. At 300 K they alone give a uniform undoped sheet $\varepsilon=3.1$ at this $q$. The undoped response is thus approached only at short wavelengths.

There, however, the distance between sheet and silica begins to count. For a gap $d$, matching the potentials at the silica surface gives $1/\kappa(q)=1-\frac{2.9}{4.9}e^{-2qd}$, which returns 2.45 only for $qd\ll1$. With $d=0.3$ nm, a typical size, $\kappa$ is 1.92 at $q=0.354$ nm$^{-1}$. The undoped constant there becomes 2.79 instead of 2.40, and the doped one 3.28 instead of 2.79. The total $\kappa\varepsilon$ nevertheless falls, from 5.89 to 5.35 without doping and from 6.83 to 6.29 with doping. Unless stated otherwise, the other numbers in this section are for a sheet in contact. Another substrate or a covering layer changes $\kappa$, and with it $r_s$. The remaining values are in the numerical output.

## Table of computed values

```
carrier density: 1.0e+12 cm^-2
Fermi velocity: 1.0e+06 m/s; hbar v: 0.6582 eV nm
background constant kappa: 2.45
Fermi wavevector kF: 0.1772 nm^-1; 2 kF: 0.3545 nm^-1
Fermi energy: 0.1167 eV
plateau D: 0.1714 eV^-1 nm^-2 = 1.714e+13 eV^-1 cm^-2
coupling r_s: 0.8929
screening wavevector 4 r_s kF: 0.6331 nm^-1
polarizability parts in units of D (last: overlap set to 1)
q/kF=0.5: intra 0.96788 inter 0.03212 sum 1.00000 intra(F=1) 1.00035
q/kF=1.0: intra 0.85501 inter 0.14499 sum 1.00000 intra(F=1) 1.00769
q/kF=1.5: intra 0.62786 inter 0.37214 sum 1.00000 intra(F=1) 1.06148
q/kF=2.0: intra 0.39642 inter 0.60358 sum 1.00000 intra(F=1) 1.16712
q/kF=3.0: intra 0.21477 inter 1.04335 sum 1.25812 intra(F=1) 0.45025
other splitting, in units of D: undoped sea, added carriers
q/kF=1.0: sea 0.39270 added 0.60730
q/kF=2.0: sea 0.78540 added 0.21460
momentum-plane sums at kT = 0.03 EF, in units of D
q/kF=1.0: intra 0.85360 inter 0.14640 sum 1.00000
q/kF=1.5: intra 0.62792 inter 0.37208 sum 1.00000
q/kF=3.0: intra 0.21591 inter 1.04310 sum 1.25901
undoped plane sum / (pi/8): 1.00002
q=0.2 kF, intraband loss / (q^2/8kF^2): 1.0042
q=0.2 kF, interband gain / (q^2/8kF^2): 1.0042
q=0.2 kF, F=1 rise / (q^4/192kF^4): 1.0122
q=2.02 kF, rise / edge law: 0.9936
undoped dielectric constant: 2.4026
same from plane sum and SI Coulomb: 2.4026
undoped, times kappa: 5.8864
doped dielectric constant at q=1 kF: 4.5717
doped dielectric constant at q=2 kF: 2.7859
doped dielectric constant at q=3 kF: 2.4979
temperature: 300 K; kT/EF: 0.2216
chemical potential / EF at fixed density: 0.9174
warm Pi/D at q=0.01 kF: 0.9244
warm Pi/D at q=1.00 kF: 0.9398
warm Pi/D at q=2.00 kF: 1.0365
direct warm plane sum at q=2 kF: 1.0365
undoped, 300 K, dielectric constant at q=0.0354 nm^-1: 6.6195
undoped, 300 K, dielectric constant at q=0.3545 nm^-1: 2.4437
lattice bond: 0.142 nm; hopping: 3.090 eV
lattice change of undoped Pi at 2 kF: 0.07 %
warping, energy spread on ring kF: 1.26 %
exchange cutoff: 10.95 nm^-1
exchange rise of splitting, bare: 100.0 %
exchange rise, statically screened: 31.3 %
```
